Density response from longitudinal current response, in the continuum and on a lattice

The dielectric function can be computed from density matrix elements or from current matrix elements. In the density route the response vanishes as q² when q → 0 at fixed frequency, and it must then be divided by q². The current route removes that factor analytically, but when ω → 0 at fixed q with a finite static density response, it subtracts two nearly equal terms and divides the remainder by ω². The two routes agree if the current obeys the continuity equation and the diamagnetic term is kept. The theorem below states this agreement, and its proof shows what a nonlocal potential or a lattice changes.

**Setting and conventions**

N particles of mass m occupy a periodic box of volume V, with mean density n = N/V. The wave vector is q**u**, where **u** is a unit vector, q > 0, and the box allows this wave vector. Let x_i and p_i be the components of position and momentum along **u**. Define

n_q = Σ_i e^{−iqx_i},

j_q = (1/2m) Σ_i (p_i e^{−iqx_i} + e^{−iqx_i} p_i).

The operators n_{−q} and j_{−q} follow by q → −q with **u** held fixed. The response function is

χ_AB(z) = −(i/ħV) ∫₀^∞ dt e^{izt} ⟨[A(t),B]⟩, Im z > 0,

with A(t) = e^{iHt/ħ} A e^{−iHt/ħ}. A perturbation f₀e^{−izt}B then changes ⟨A⟩/V by χ_AB f₀e^{−izt}. The physical response at frequency ω is the limit z → ω + i0. I write χ_nn for A = n_q, B = n_{−q}, and likewise χ_jn and χ_jj.

**Theorem.** Let H be the sum of Σp²/2m over all particles and momentum components, local one-body potentials, and interactions that depend on positions alone. Let the state be stationary, [ρ,H] = 0. Then

χ_nn(z) = (q²/z²) K(z), K(z) = χ_jj(z) + n/m.

The system need not be homogeneous, and the state may be a ground, excited or thermal state.

**Lemma 1 (continuity).** [n_q,H] = ħq j_q.

Proof. Positions commute with the potentials and interactions, so only the kinetic energy contributes. Momentum components perpendicular to **u** commute with e^{−iqx}. For the component along **u**, p = −iħ∂/∂x gives [e^{−iqx},p] = iħ ∂(e^{−iqx})/∂x = ħq e^{−iqx}. Therefore

[e^{−iqx},p²] = [e^{−iqx},p]p + p[e^{−iqx},p]
= ħq (e^{−iqx}p + p e^{−iqx}).

Dividing by 2m and summing over particles gives the lemma. ∎

Since ∂n_q/∂t = (i/ħ)[H,n_q] = −iq j_q, this is the continuity equation in Fourier form. Replacing q by −q gives [n_{−q},H] = −ħq j_{−q}.

**Lemma 2 (equations of motion).** For a stationary state,

ħzχ_AB = ⟨[A,B]⟩/V + χ_{[A,H]B},

ħzχ_AB = ⟨[A,B]⟩/V − χ_{A[B,H]}.

Proof. Let C(t) = ⟨[A(t),B]⟩. Write z e^{izt} = −i d(e^{izt})/dt and integrate by parts:

ħzχ_AB = −(1/V) ∫₀^∞ dt C(t) d(e^{izt})/dt
= C(0)/V + (1/V) ∫₀^∞ dt e^{izt} dC/dt.

The upper boundary term vanishes because Im z > 0 and C stays bounded. Differentiating A(t) gives dC/dt = −(i/ħ)⟨[[A,H](t),B]⟩, so the last integral is χ_{[A,H]B}. This is the first form.

Stationarity allows the time to be moved, C(t) = ⟨[A,B(−t)]⟩. Differentiating B(−t) and moving the time back gives dC/dt = +(i/ħ)⟨[A(t),[B,H]]⟩. The integral is now −χ_{A[B,H]}, which is the second form. ∎

**Lemma 3 (contact term).** [j_q,n_{−q}] = ħqN/m.

Proof. Operators of different particles commute. For one particle, [p,e^{iqx}] = ħq e^{iqx}, so

(1/2m)([p,e^{iqx}]e^{−iqx} + e^{−iqx}[p,e^{iqx}]) = (1/2m)(2ħq) = ħq/m.

The sum over N particles gives the lemma. ∎

**Proof of the theorem.** Apply the first form of Lemma 2 to A = n_q, B = n_{−q}. These operators commute, and Lemma 1 replaces [n_q,H]:

zχ_nn = qχ_jn.

Next apply the second form to A = j_q, B = n_{−q}. Lemma 3 gives the equal-time term, and [n_{−q},H] = −ħq j_{−q} turns the minus sign into a plus:

ħzχ_jn = ħqn/m + ħqχ_jj.

Hence zχ_jn = q(χ_jj + n/m). Multiplying the first result by z and inserting the second gives z²χ_nn = q²(χ_jj + n/m). ∎

**Remark 1: why n/m is the diamagnetic term.** Couple a longitudinal field by p → p + a(x,t), with a = a₀e^{iqx−izt}. For electrons of charge −e, a is e times the vector potential. To first order the perturbation is

(1/2m) Σ_i (p_i a + a p_i) = a₀e^{−izt} j_{−q}.

The velocity is (p + a)/m, so the physical current contains the extra term Σ_i a(x_i)e^{−iqx_i}/m = a₀e^{−izt}N/m. Its response per volume is therefore δJ = (χ_jj + n/m)a = Ka.

This also gives a physical reading of the theorem. A scalar potential energy φe^{iqx−izt} exerts the force −iqφ, with the common exponential omitted. The field a exerts the force ∂a/∂t = −iza. They are equal when a = (q/z)φ. Continuity gives δn = (q/z)δJ, so δn = (q/z)K(q/z)φ. One factor q/z converts the drive and the other converts the measured quantity.

**Remark 2: the dielectric function.** For electrons with Coulomb interaction v_q = e²/(ε₀q²), an applied potential energy φ induces δn = χ_nn φ, where χ_nn and K are the responses of the interacting electrons, with the Coulomb interaction included in H. The total potential energy at the same wave vector is (1 + v_qχ_nn)φ, so

1/ε = 1 + v_qχ_nn = 1 + e²K/(ε₀ω²).

The factors of q cancel in the current form. An error δK, however, enters 1/ε as e²δK/(ε₀ω²), so an incomplete cancellation between χ_jj and n/m produces a spurious low-frequency divergence.

For real ω ≠ 0, n/m is real, so Im χ_nn = (q²/ω²) Im χ_jj in the limit of vanishing broadening. At finite broadening the prefactor must be 1/z². For two interacting fermions on a continuous ring in an external potential, at z = 0.7 + 0.2i Ha, the density response is −0.140 − 0.062i in units of 1/(Ha a₀), where a₀ now denotes the Bohr radius. The current form with z² agrees. Using (Re z)² instead gives −0.094 − 0.137i, which more than doubles the imaginary part.

**Remark 3: two limits, and the transverse contrast**

At fixed q, let z → 0. If χ_nn remains finite, K = z²χ_nn/q² vanishes and χ_jj → −n/m. A static longitudinal field a is a pure gauge and drives no current.

The opposite order can be worked out for the free electron gas at zero temperature. Let f_k be the occupation per spin, v = ħk_x/m, and

Δ_k = ħ²(qk_x + q²/2)/m = ħq(v + ħq/2m),

the energy needed to raise k_x by q. For free particles the commutator in χ_nn gives (2/V) Σ_k (f_k − f_{k+q})/(ħz − Δ_k), with 2 for spin. In the second part substitute k → −k − q, which changes Δ_k to −Δ_k:

χ_nn = (2/V) Σ_k f_k [1/(ħz − Δ_k) − 1/(ħz + Δ_k)]
= (2/V) Σ_k f_k 2Δ_k/(ħ²z² − Δ_k²).

The current matrix element is ħ(k_x + q/2)/m = Δ_k/(ħq), so χ_jj has the additional factor (Δ_k/ħq)² under the sum. For small q at fixed ω, neglect Δ_k² in the denominator:

χ_jj ≈ (2/V) Σ_k f_k (2q/ħω²)(v + ħq/2m)³.

The v³ term cancels between k and −k. The leading surviving term of the cube is 3v²ħq/2m. With ⟨v²⟩ = v_F²/5 for one component in a filled Fermi sphere,

K ≈ (n/m)[1 + (3/5)q²v_F²/ω²].

Thus, for the free electron gas, K → n/m when q → 0 first. This rests on momentum conservation; in a periodic potential χ_jj keeps interband terms as q → 0, and K differs from n/m even without interactions. This free K is not the interacting K that enters 1/ε in Remark 2. With k_F = 1/a₀, q = 0.01/a₀ and ω = 1 Ha, the formula gives K/(n/m) = 1.00006, as does the numerical integral.

At the larger value q = 0.5/a₀ and the same frequency, the integrals give n/m = 0.03377 and χ_jj = 0.00716, both in a₀⁻³/m_e. Their sum is 0.04093. Multiplication by q²/ω² = 0.25 in atomic units gives 0.01023, equal to the separately integrated χ_nn in 1/(Ha a₀³).

The theorem does not constrain the transverse response K_T, since a transverse current has no divergence and does not enter the continuity equation. Putting the orbital K_T into the same formula gives 0.00893 instead of 0.01023. At z = 0.001i Ha the contrast is much larger: K/(n/m) is about 0.00001, while K_T/(n/m) is 0.066.

**Remark 4: nonlocal potentials.** A nonlocal potential does not commute with n_q, so Lemma 1 fails for the current built from p/m. The remedy is to define

j_q^full = [n_q,H]/(ħq),

D^full = ⟨[j_q^full,n_{−q}]⟩/(ħqV).

Lemma 2 and the two steps of the proof then apply unchanged, with D^full in place of n/m. When a separable nonlocal potential is added to the continuous ring, χ_nn is −0.128 − 0.014i in 1/(Ha a₀). The bare current gives −0.125 + 0.003i, while the full current reproduces χ_nn. The error in the real part is small, but the imaginary part has the wrong sign.

**Lattice theorem.** Consider a periodic chain of L sites with spacing a, now a length, and

H = T + W, T = −t Σ_l (F_l + F_l†), F_l = c†_{l+1}c_l,

where W depends on site occupations alone. Let n_q = Σ_l e^{−iqla} n_l, and place the current of each bond at its midpoint:

J_l = (it/ħ)(F_l − F_l†), j_q = a Σ_l e^{−iq(l+1/2)a} J_l.

With V replaced by La and q a multiple of 2π/(La), so that the phases are periodic around the chain,

χ_nn = (Q²/z²)(χ_jj + D),

Q = (2/a) sin(qa/2), D = a²⟨−T⟩/(ħ²La).

Proof. F_l moves a particle from l to l+1, so

[n_q,F_l] = (e^{−iq(l+1)a} − e^{−iqla})F_l
= −2i sin(qa/2) e^{−iq(l+1/2)a} F_l.

For F_l† the sign is reversed. W commutes with n_q, and therefore

[n_q,H] = 2it sin(qa/2) Σ_l e^{−iq(l+1/2)a}(F_l − F_l†)
= 2ħ sin(qa/2) Σ_l e^{−iq(l+1/2)a} J_l = ħQ j_q.

This is lattice continuity: the derivative has become a difference between neighbouring bonds, and q has become Q.

For the contact term, replacing q by −q gives [F_l,n_{−q}] = −2i sin(qa/2)e^{iq(l+1/2)a}F_l, again with the opposite sign for F_l†. The midpoint phases cancel:

[j_q,n_{−q}] = a(it/ħ)(−2i) sin(qa/2) Σ_l (F_l + F_l†)
= (2at/ħ) sin(qa/2) Σ_l (F_l + F_l†) = −(a²Q/ħ)T.

The two steps of the continuum proof now read zχ_nn = Qχ_jn and zχ_jn = Q(χ_jj + D). ∎

For a free band ε(k) = −2t cos ka with velocity v(k) = (2ta/ħ) sin ka, the same identity appears between single-particle states:

ε(k+q) − ε(k) = 4t sin(qa/2) sin[(k+q/2)a] = ħQ v(k+q/2).

**Remark 5: what D measures.** In momentum space −T = 2tΣ_k cos(ka) n_k. If the occupied states have small ka, ⟨−T⟩ ≈ 2tN. With the band mass m* = ħ²/(2ta²), D then tends to (N/La)/m*, and Q tends to q when qa is small. The continuum theorem is recovered. Otherwise cos ka < 1 lowers D.

Three spinless fermions with neighbour repulsion t on eight sites show the difference. In units ħ = a = t = 1, D is 0.597, whereas density over band mass is 0.750. At q = π/2, Q² = 2. For z = 1 + 0.2i,

χ_jj + D = (−0.690 − 0.048i) + 0.597 = −0.093 − 0.048i,

z² = 0.96 + 0.40i,

2(χ_jj + D)/z² = −0.200 − 0.016i,

where the last line uses the unrounded sum. This equals the directly computed χ_nn. Using q for Q multiplies the result by q²/Q² = 1.23 and gives −0.247 − 0.019i. Omitting D gives −1.259 + 0.426i.

The reading of K as a physical current response was tested by propagating this ring in time under a weak hopping phase growing as e^t, which corresponds to z = i. With time step 0.05 the measured current gives K = 0.0733, and χ_jj + D gives 0.0734. The density amplitude per unit phase is 0.1036, against 0.1038 from χ_nn and the equivalent scalar potential. The small differences are time-step error; converged propagation gives 0.0734 and 0.1038.

**Remark 6: longer hops.** Let t_d be the amplitude for hops of length d, with F_{l,d} moving a particle from x_l to x_l + d and J_{l,d} = (it_d/ħ)(F_{l,d} − F_{l,d}†). A straight-line Peierls phase integrates the field of Remark 1 along the bond; in this remark a₀ again denotes the field amplitude, not the Bohr radius:

(1/ħ) ∫ a₀e^{iqx} dx = (a₀/ħ) d s_d e^{iq(x_l+d/2)},

s_d = sin(qd/2)/(qd/2).

F_{l,d} is multiplied by e^{−iθ}, with θ this integral, and F_{l,d}† by e^{+iθ}. To first order the hopping term −t_d(F_{l,d} + F_{l,d}†) changes by it_dθ(F_{l,d} − F_{l,d}†) = ħθJ_{l,d}. The perturbation is therefore a₀ j_{−q}^P, with

j_q^P = Σ_{l,d} d s_d e^{−iq(x_l+d/2)} J_{l,d}.

Repeating the continuity calculation gives a factor 2 sin(qd/2) = q d s_d for each bond, so [n_q,H] = ħq j_q^P. The contact calculation gives

D^P = (1/ħ²La) Σ_{l,d} t_d d² s_d² ⟨F_{l,d} + F_{l,d}†⟩,

χ_nn = (q²/z²)(χ_jj^P + D^P).

The prefactor is now q², because the lattice factors have moved into the current and contact term. For nearest neighbours j_q^P = (Q/q)j_q, which returns the lattice theorem. The longer-hop form was tested on a disordered ring with second-neighbour hopping at finite temperature; both sides are −0.136 − 0.017i in 1/(ta). The program gives all model parameters, and its output gives further digits.

Table of computed values

```
FREE ELECTRON GAS, k_F = 1/a0
wave number q = 0.500000 1/a0
frequency omega = 1.000000 Ha
diamagnetic term n/m = 0.033774 a0^-3/m_e
chi_jj longitudinal = 0.007159 a0^-3/m_e
chi_jj transverse = 0.001940 a0^-3/m_e
chi_nn from its definition = 0.010233 1/(Ha a0^3)
q^2 K_L/omega^2 = 0.010233 1/(Ha a0^3)
q^2 K_T/omega^2 (not an identity) = 0.008928 1/(Ha a0^3)
z = 1i Ha: K_L/(n/m) = 0.862552, K_T/(n/m) = 0.955274
z = 0.1i Ha: K_L/(n/m) = 0.084705, K_T/(n/m) = 0.405753
z = 0.001i Ha: K_L/(n/m) = 0.000012, K_T/(n/m) = 0.066118
K_L/(n/m) at q = 0.01/a0, omega = 1 Ha = 1.000060
CONTINUOUS RING, two interacting fermions, ground state
ring length = 6.000000 a0
wave number q = 1.047198 1/a0
complex frequency z = 0.700000+0.200000j Ha
chi_nn = -0.140225-0.061608j 1/(Ha a0)
q^2 K_L/z^2 = -0.140225-0.061608j 1/(Ha a0)
same with (Re z)^2 in place of z^2 = -0.093573-0.136707j 1/(Ha a0)
nonlocal potential: chi_nn = -0.127841-0.014115j 1/(Ha a0)
nonlocal potential: bare current = -0.124698+0.003196j 1/(Ha a0)
nonlocal potential: full current = -0.127841-0.014115j 1/(Ha a0)
LATTICE RING, 8 sites, 3 fermions, neighbour repulsion 1
q = 1.570796 1/a
Q = 2 sin(q/2) = 1.414214 1/a
complex frequency z = 1.000000+0.200000j t/hbar
diamagnetic term D = 0.596702 t a/hbar^2
density over band mass = 0.750000 t a/hbar^2
chi_jj = -0.689658-0.047554j t a/hbar^2
chi_nn = -0.200182-0.015661j 1/(t a)
Q^2 (chi_jj + D)/z^2 = -0.200182-0.015661j 1/(t a)
with q in place of Q = -0.246965-0.019321j 1/(t a)
without D = -1.259417+0.425687j 1/(t a)
REAL-TIME DRIVE, z = i t/hbar
K from propagation = 0.073309 t a/hbar^2
K = chi_jj + D = 0.073363 t a/hbar^2
density amplitude per phase, propagation = 0.103586 1/a
density amplitude from scalar response = 0.103751 1/a
THERMAL DISORDERED RING, second-neighbour hopping
temperature = 0.700000 t/k_B
second-neighbour hopping = 0.350000 t
complex frequency z = 0.900000+0.150000j t/hbar
chi_nn = -0.136119-0.017122j 1/(t a)
q^2 K/z^2 with Peierls current = -0.136119-0.017122j 1/(t a)
```
